# Second-order sums for a hydrogenic atom from its exact levels

**Setting.** An electron moves in the field of a fixed point nucleus of charge $Z>0$, without relativity. In atomic units

$$H=\frac{p^2}{2}-\frac{Z+\delta}{r}+\frac{\lambda}{r^2},\qquad H_0=H\big|_{\delta=\lambda=0}.$$

The unperturbed levels are $E_n=-Z^2/(2n^2)$. Write $L=l+\tfrac12$ and $u=rR$ for the radial function, with $\int_0^\infty u^2dr=1$ for bound states. For a chosen state $n,l$ define

$$a_k=\langle k|r^{-1}|n\rangle,\qquad b_k=\langle k|r^{-2}|n\rangle .$$

A primed sum runs over all states $k\neq n$ of the same $l,m$, with an integral over the continuum included. All radial functions are real.

## Part (a)

**Question.** Find the exact bound levels of $H$, and state which solution is taken at the origin.

**Answer.** The radial equation is

$$-\frac{u''}{2}+\frac{l(l+1)+2\lambda}{2r^2}u-\frac{Z+\delta}{r}u=Eu .$$

The added term changes the centrifugal coefficient and nothing else. Define $l'$ by $l'(l'+1)=l(l+1)+2\lambda$. Adding $\tfrac14$ to both sides gives $(l'+\tfrac12)^2=L^2+2\lambda$. Near the origin $u\sim r^{1/2\pm\sqrt{L^2+2\lambda}}$. We require $2\lambda>-L^2$ and take the upper sign, which joins continuously to the usual $r^{l+1}$. For $2\lambda<-L^2$ both exponents are complex, neither solution is singled out, and the formula below fails.

Put $s=l'+1$, $E=-\gamma^2/2$ and $u=r^se^{-\gamma r}\sum_jc_jr^j$. Collecting equal powers of $r$ gives

$$(j+1)(j+2s)\,c_{j+1}=2[\gamma(j+s)-(Z+\delta)]\,c_j .$$

If the series did not end, $c_{j+1}/c_j\to2\gamma/j$ would make it grow as $e^{2\gamma r}$, so $u$ would not be normalizable. It ends at $j=n-l-1$, the unchanged number of radial nodes, if $\gamma=(Z+\delta)/(n-l+l')$. Hence, for $Z+\delta>0$,

$$E=-\frac{(Z+\delta)^2}{2(n+\Delta)^2},\qquad \Delta=l'-l=\sqrt{L^2+2\lambda}-L .$$

## Part (b)

**Question.** Expand $E$ through second order in $\delta$ and $\lambda$ jointly. Read off $\langle r^{-1}\rangle$ and $\langle r^{-2}\rangle$. Where does the $\lambda$ series converge?

**Answer.** The square root gives

$$\Delta=L\left(\sqrt{1+2\lambda/L^2}-1\right)=\frac{\lambda}{L}-\frac{\lambda^2}{2L^3}+\dots$$

Insert this in $(n+\Delta)^{-2}=n^{-2}(1-2\Delta/n+3\Delta^2/n^2+\dots)$:

$$\frac1{(n+\Delta)^2}=\frac1{n^2}\left[1-\frac{2\lambda}{nL}+\lambda^2\left(\frac1{nL^3}+\frac3{n^2L^2}\right)+\dots\right].$$

Multiplication by $-\tfrac12(Z^2+2Z\delta+\delta^2)$ gives

$$E^{(1)}=-\frac{Z\delta}{n^2}+\frac{Z^2\lambda}{n^3L},$$

$$E^{(2)}=-\frac{\delta^2}{2n^2}+\frac{2Z\delta\lambda}{n^3L}-\lambda^2\frac{Z^2(n+3L)}{2n^4L^3}.$$

First-order theory says $E^{(1)}=-\delta\langle r^{-1}\rangle+\lambda\langle r^{-2}\rangle$, so

$$\langle r^{-1}\rangle=\frac Z{n^2},\qquad \langle r^{-2}\rangle=\frac{Z^2}{n^3L}.$$

In the complex $\lambda$ plane the square root has a branch point at $\lambda=-L^2/2$. Inside $|\lambda|<L^2/2$ its real part is positive, and so is $n-L$; therefore $n+\Delta=(n-L)+\sqrt{L^2+2\lambda}$ cannot vanish. The series converges in that disc. For s states the radius is only $1/8$.

## Part (c)

**Question.** Obtain closed expressions for

$$S_{aa}=\sum_k{}'\frac{a_k^2}{E_k-E_n},\quad S_{bb}=\sum_k{}'\frac{b_k^2}{E_k-E_n},\quad S_{ab}=\sum_k{}'\frac{a_kb_k}{E_k-E_n}.$$

Is the argument sound for $l=0$, where $r^{-2}|n\rangle$ is not normalizable?

**Answer.** A central perturbation conserves $l$ and $m$, and within fixed $l,m$ the bound levels are nondegenerate. With $V_{kn}=-\delta a_k+\lambda b_k$,

$$E^{(2)}=-\sum_k{}'\frac{V_{kn}^2}{E_k-E_n}=-\delta^2S_{aa}+2\delta\lambda S_{ab}-\lambda^2S_{bb}.$$

Since $\delta$ and $\lambda$ are independent, comparison with part (b) gives

$$S_{aa}=\frac1{2n^2},\qquad S_{bb}=\frac{Z^2(n+3L)}{2n^4L^3},\qquad S_{ab}=\frac{Z}{n^3L}.$$

For $l=0$, $\int u^2r^{-4}dr$ diverges at the origin. What is needed is weaker. For a function $\varphi$ with $\varphi^2/r\to0$ at both ends, $\int\varphi\varphi'/r\,dr=\tfrac12\int\varphi^2/r^2\,dr$, so

$$0\le\int\left(\varphi'-\frac{\varphi}{2r}\right)^2dr=\int\varphi'^2dr-\frac14\int\frac{\varphi^2}{r^2}dr .$$

This is Hardy's inequality. By the Cauchy–Schwarz inequality,

$$\left|\int\frac{u_n\varphi}{r^2}dr\right|\le2\langle r^{-2}\rangle^{1/2}\|\varphi'\| .$$

The overlap with $r^{-2}u_n$ is thus controlled by the kinetic energy of $\varphi$. The Coulomb energy obeys $Z\int\varphi^2/r\,dr\le2Z\|\varphi\|\,\|\varphi'\|\le\tfrac14\|\varphi'\|^2+4Z^2\|\varphi\|^2$. Hence $\langle\varphi|H_0|\varphi\rangle+4Z^2\|\varphi\|^2\ge\tfrac14\|\varphi'\|^2$, and an eigenfunction expansion that converges in energy also converges in kinetic energy.

Now let $u_\lambda$ be the exact normalized state at $\delta=0$ and $u^{(1)}=\partial u_\lambda/\partial\lambda$ at $\lambda=0$. For $l=0$ it behaves as $r\ln r$ near the origin, so its kinetic energy is finite. Differentiating the radial equation gives

$$(H_0-E_n)u^{(1)}=\left(\langle r^{-2}\rangle-r^{-2}\right)u_n .$$

Projection on $k\ne n$ gives $(E_k-E_n)\langle k|u^{(1)}\rangle=-b_k$; the boundary term $u_ku^{(1)\prime}-u_k'u^{(1)}$ vanishes as $r\ln r$ or faster. Normalization gives $\langle n|u^{(1)}\rangle=0$. Since $dE/d\lambda=\int u_\lambda^2r^{-2}dr$,

$$\frac12\frac{d^2E}{d\lambda^2}=\int\frac{u_nu^{(1)}}{r^2}dr=\sum_k{}'b_k\langle k|u^{(1)}\rangle=-S_{bb}.$$

The expansion is allowed by the bound just found. Likewise, $\partial E/\partial\delta=-\langle r^{-1}\rangle$ gives the mixed derivative $-2\sum_k'a_k\langle k|u^{(1)}\rangle=2S_{ab}$.

## Part (d)

**Question.** For the ground state with $Z=1$, find $a_k$ and $b_k$ for every bound s state $k\ge2$.

**Answer.** Here $u_1=2re^{-r}$. Let $C$ be the slope of $u_k$ at the origin, chosen positive, and $U(p)=\int_0^\infty e^{-pr}u_k\,dr$. Multiply the radial equation by $-2r$:

$$ru_k''+2u_k-\frac{r}{k^2}u_k=0 .$$

The transform of $u_k''$ is $p^2U-C$, and a factor $r$ becomes $-d/dp$. Therefore $-(p^2U)'+2U+U'/k^2=0$, or

$$\frac{U'}U=\frac{2-2p}{p^2-1/k^2}=\frac{k-1}{p-1/k}-\frac{k+1}{p+1/k}.$$

At large $p$ the behaviour $u_k\approx Cr$ requires $U\to C/p^2$, which fixes the constant:

$$U(p)=C\,\frac{(p-1/k)^{k-1}}{(p+1/k)^{k+1}}.$$

To find $C$, multiply the radial equation by $u_k'$ and integrate. The kinetic term gives $C^2/4$, the Coulomb term $-\tfrac12\langle r^{-2}\rangle$, and the right side zero. Part (b) with $L=\tfrac12$ then gives $C^2=2\langle r^{-2}\rangle=4/k^3$.

Define

$$D=E_k-E_1=\frac12\left(1-\frac1{k^2}\right),\qquad q=\left(\frac{k-1}{k+1}\right)^k .$$

The first element is $a_k=2U(1)=2Cq/(1-1/k^2)$. For the second, use $e^{-r}/r=\int_1^\infty e^{-pr}dp$, so $b_k=2\int_1^\infty U\,dp$. With $w=(p-1/k)/(p+1/k)$ we have $dw=(2/k)\,dp/(p+1/k)^2$, and

$$b_k=2C\,\frac k2\int_{(k-1)/(k+1)}^1w^{k-1}dw=C(1-q).$$

Thus

$$a_k=\frac{Cq}{D},\qquad b_k=C(1-q).$$

For $k=2$: $C=1/\sqrt2$, $q=1/9$ and $D=3/8$, hence $a_2=0.2095$ and $b_2=0.6285$. This state contributes $0.1171$ to $S_{aa}$ and $1.0535$ to $S_{bb}$.

## Part (e)

**Question.** Find the corresponding elements for continuum s states of energy $\kappa^2/2$, normalized per unit energy.

**Answer.** The differential equation for $U$ stays valid with $1/k\to i\kappa$, that is $k=-i/\kappa$. For $p>0$ the ratio $(p-i\kappa)/(p+i\kappa)$ equals $e^{-2i\arctan(\kappa/p)}$, so

$$U(p)=\frac{C}{p^2+\kappa^2}\exp\left[-\frac2\kappa\arctan\frac\kappa p\right].$$

Now set

$$D=\frac{1+\kappa^2}2,\qquad q=e^{-2\arctan(\kappa)/\kappa}.$$

Then $a=2U(1)=Cq/D$. With $\theta=\arctan(\kappa/p)$ and $d\theta=-\kappa\,dp/(p^2+\kappa^2)$,

$$b=\frac{2C}{\kappa}\int_0^{\arctan\kappa}e^{-2\theta/\kappa}d\theta=C(1-q).$$

Both bound-state forms survive. It remains to find $C$. At large $r$ the wave is a sine of amplitude $A$ with a slowly varying logarithmic phase. Since $\int_0^\infty\sin\kappa r\sin\kappa'r\,dr=\tfrac\pi2\delta(\kappa-\kappa')$ for positive $\kappa,\kappa'$, and $\delta(\kappa-\kappa')=\kappa\,\delta(E-E')$, energy normalization requires $A^2=2/(\pi\kappa)$.

The large-$r$ form comes from the branch points of $U$ at $p=\pm i\kappa$, when the inverse-transform contour is wrapped around cuts running to the left. Near $p=i\kappa$,

$$U\approx C(2i\kappa)^{-k-1}(p-i\kappa)^{k-1}.$$

A function $Be^{i\kappa r}r^{-k}$ has the transform $B\,\Gamma(1-k)(p-i\kappa)^{k-1}$, so $B=C(2i\kappa)^{-k-1}/\Gamma(1-k)$. With $k=-i/\kappa$ and $\ln(2i\kappa)=\ln2\kappa+i\pi/2$, the power has modulus $e^{-\pi/(2\kappa)}/(2\kappa)$. The reflection formula gives $|\Gamma(1+i/\kappa)|^2=(\pi/\kappa)/\sinh(\pi/\kappa)$. The other branch point supplies the complex conjugate, so $A=2|B|$ and

$$A^2=C^2\frac{e^{-\pi/\kappa}\sinh(\pi/\kappa)}{\pi\kappa}=C^2\frac{1-e^{-2\pi/\kappa}}{2\pi\kappa}.$$

Equating this to $2/(\pi\kappa)$,

$$C^2=\frac4{1-e^{-2\pi/\kappa}} .$$

At threshold $C^2\to4$. On the bound side $dk/dE=k^3$ states per unit energy, each with $C^2=4/k^3$, give the same value, and $q\to e^{-2}$ from both sides. The strength per unit energy is continuous there.

## Part (f)

**Question.** Find the continuum shares of the three ground-state sums. Explain their order, and say what changes with $Z$ and for an excited state.

**Answer.** Since $dE=\kappa\,d\kappa$, the continuum parts are

$$S_{aa}^{c}=\int_0^\infty\frac{C^2q^2}{D^3}\kappa\,d\kappa,\qquad S_{bb}^{c}=\int_0^\infty\frac{C^2(1-q)^2}{D}\kappa\,d\kappa,$$

$$S_{ab}^{c}=\int_0^\infty\frac{C^2q(1-q)}{D^2}\kappa\,d\kappa .$$

The bound parts are sums over $k\ge2$ of the same integrands without $\kappa\,d\kappa$, using the bound $C,q,D$. Separate numerical evaluation gives, in atomic units:

| Sum | Bound | Continuum | Share |
|---|---:|---:|---:|
| $S_{aa}$ | 0.1685 | 0.3315 | 66.3 % |
| $S_{bb}$ | 1.5600 | 8.4400 | 84.4 % |
| $S_{ab}$ | 0.5126 | 1.4874 | 74.4 % |

The two parts add to $1/2$, $10$ and $2$, as part (c) requires. Another test of the normalization is closure without denominators, $\sum_k'a_k^2=\langle r^{-2}\rangle-\langle r^{-1}\rangle^2=2-1=1$; its parts are $0.0677$ and $0.9323$. Dividing by the excitation energy lowers the continuum share from 93 % to 66 %, because every bound excitation costs less than $1/2$ hartree and every continuum excitation costs more, so the fast continuum states are weakened most.

The order of the shares follows from $b/a=D(1-q)/q$, which rises steadily with the energy $E$ of the state. Indeed $b/a=\int_1^\infty U(p)/U(1)\,dp$, and $U'/U=(2-2p)/(p^2+2E)$ is negative for $p>1$ and shrinks in magnitude as $E$ grows, so $U(p)/U(1)$ increases with $E$ at every $p>1$. Each term of $S_{ab}$ is $b/a$ times the term of $S_{aa}$, and each term of $S_{bb}$ is $b/a$ times the term of $S_{ab}$. All terms are positive, and the factor lies below its threshold value for bound states and above it in the continuum, so each multiplication raises the continuum share. This ratio is $3$ at $k=2$ and $(e^2-1)/2\approx3.19$ at threshold. At high energy $q\approx1-\pi/\kappa$ and $D\approx\kappa^2/2$, so it grows as $\pi\kappa/2$. The more singular operator couples more strongly to fast electrons. With $C^2\approx2\kappa/\pi$, the parts above $\kappa=K$ are, to leading order,

$$S_{aa}:\ \int_K^\infty\frac{16}{\pi\kappa^4}d\kappa=\frac{16}{3\pi K^3},\qquad S_{bb}:\ \int_K^\infty\frac{4\pi}{\kappa^2}d\kappa=\frac{4\pi}K .$$

At 50 hartree ($K=10$) these leading forms give 0.34 % of $S_{aa}$ and 12.6 % of $S_{bb}$; the full integrals give 0.27 % and 11.8 %. A sum over states cut at that energy would miss these amounts.

For other $Z$, lengths scale as $1/Z$ and energies as $Z^2$. Bound and continuum parts of $S_{aa}$, $S_{bb}$ and $S_{ab}$ all acquire the factors $1$, $Z^2$ and $Z$, respectively, so the shares do not change.

For the 2s state with $Z=1$, the state 1s lies below and enters with a negative denominator. It contributes $-0.1171$ to $S_{aa}=0.1250$, so the states above supply $0.2421$, more than the total. In $S_{bb}=0.8750$ it contributes $-1.0535$, and the states above supply $1.9285$. A share of such a total is no longer a fraction of positive parts. The 2p state has no lower p state; its $S_{bb}$ is only $0.0602$, since the centrifugal barrier keeps the electron from small $r$.

## Part (g)

**Question.** For the ground state with $Z=1$, $\delta=0.1$ and $\lambda=0.005$, compare the second-order level with the exact one. How much of the second-order energy comes from the continuum?

**Answer.** With $n=1$ and $L=\tfrac12$, in hartree,

$$E^{(1)}=-0.1+2(0.005)=-0.09,$$

$$E^{(2)}=-\frac{0.1^2}{2}+4(0.1)(0.005)-10(0.005)^2$$

$$=-0.00500+0.00200-0.00025=-0.00325 .$$

Through second order the level is $-0.59325$. The exact shift of the effective quantum number is $\Delta=0.009902$, so

$$E=-\frac{1.1^2}{2(1.009902)^2}=-0.593194\ \text{hartree}=-16.1416\ \text{eV}.$$

The remainder is $5.57\times10^{-5}$ hartree, or 1.7 % of the magnitude of $E^{(2)}$. Its leading part follows from one more order, $\Delta=2\lambda-4\lambda^2+16\lambda^3+\dots$:

$$E^{(3)}=2\delta^2\lambda-20\delta\lambda^2+56\lambda^3=(10-5+0.7)\times10^{-5}=5.7\times10^{-5}.$$

When both parameters are first reduced tenfold, to $\delta=0.01$ and $\lambda=0.0005$, and then halved together, the remainder falls by a factor of 7.99, close to the cubic value 8.

The continuum part of the second-order energy is

$$-(0.1)^2(0.331492)+2(0.1)(0.005)(1.487405)-(0.005)^2(8.439989)$$

$$=-0.002039\ \text{hartree},$$

and bound states give $-0.001211$ hartree. The continuum share is 62.7 %, below all three shares in part (f). The reason is the sign of the mixed term: it cancels part of the charge term, and its own continuum share, 74.4 %, exceeds the 66.3 % of that term. Had $\lambda$ been negative, all three contributions would have lowered the energy, and the combined share would have lain between the smallest and largest individual shares.

The numerical output gives the individual bound-state terms and further digits.

## Computed results

```
GROUND STATE, Z = 1 (sums in atomic units)
1/r with 1/r: closed total = 0.500000
  bound part = 0.168508, continuum part = 0.331492
  bound + continuum = 0.50000000
  continuum share = 66.298 %
  share above 50 hartree = 0.2678 %
1/r^2 with 1/r^2: closed total = 10.000000
  bound part = 1.560011, continuum part = 8.439989
  bound + continuum = 10.00000000
  continuum share = 84.400 %
  share above 50 hartree = 11.7885 %
1/r with 1/r^2: closed total = 2.000000
  bound part = 0.512595, continuum part = 1.487405
  bound + continuum = 2.00000000
  continuum share = 74.370 %
  share above 50 hartree = 1.7248 %
closure of 1/r: bound 0.067658, continuum 0.932342
BOUND STATES k: a, b (a.u.), terms aa, bb, ab (a.u.)
k=2: 0.209513 0.628539 | 0.117055 1.053498 0.351166
k=3: 0.108253 0.336788 | 0.026367 0.255208 0.082031
k=4: 0.069120 0.217600 | 0.010192 0.101013 0.032086
k=5: 0.049077 0.155329 | 0.005018 0.050264 0.015881
OTHER STATES: numerical sums aa, bb, ab (a.u.)
Z=1 n=2 l=0: 0.125000 0.875000 0.250000
Z=1 n=2 l=1: 0.125000 0.060185 0.083333
Z=2 n=3 l=1: 0.055556 0.054870 0.049383
WORKED EXAMPLE (energies in hartree)
Z = 1, n = 1, l = 0, delta = 0.1, lambda = 0.005 (a.u.)
Delta = 0.00990195
zeroth order = -0.50000000
first order = -0.09000000
second order, charge = -0.00500000
second order, 1/r^2 = -0.00025000
second order, mixed = 0.00200000
second order, total = -0.00325000
  from bound states = -0.00121149
  from continuum = -0.00203851
  continuum share = 62.723 %
level through second order = -0.59325000
exact level = -0.59319428
diagonalized level = -0.59319428
remainder = 5.572e-05
remainder ratio on halving = 7.9908
exact level in eV = -16.14164
```
